# Decay of silicon states in an alternating-hopping model of oxide

## What symmetry and dimensions fix

Model the oxide by a chain with two sites, A and B, in each cell of length $a$. Both sites have the same energy, taken as the zero of $E$. The real hopping amplitudes are $t_1$ inside a cell and $t_2$ between cells. Look for a solution that is multiplied by a factor $\lambda$ from one cell to the next.

With two sites per cell, the condition for a solution is a $2\times2$ determinant. It is a homogeneous quadratic polynomial in the energies $E,t_1,t_2$. Three facts restrict it.

- Reversing the sign of every B amplitude turns a solution at $E$ into one at $-E$, so $E$ enters as $E^2$.
- The hopping part is the product of an A-to-B and a B-to-A element. In it $t_2$ carries $\lambda$ in one element and $1/\lambda$ in the other, so $t_2^2$ has no factor $\lambda$.
- Reflection of the chain exchanges $\lambda$ and $1/\lambda$, and the two hoppings play equal parts in the infinite chain.

Hence
$$E^2=\alpha(t_1^2+t_2^2)+\beta\,t_1t_2\left(\lambda+\frac1\lambda\right),$$
with pure numbers $\alpha$ and $\beta$. For $t_2=0$ the chain consists of separate pairs with $E=\pm t_1$, so $\alpha=1$. For $t_1=t_2=t$ and equal amplitudes on all sites, $\lambda=1$ and $E=2t$. Then $4=2+2\beta$, so $\beta=1$. The site equations below confirm this relation and show how it applies at an interface.

## The interface and its equations

Let the oxide fill the cells $n=0,1,2,\ldots$, with orthonormal orbitals and amplitudes $A_n,B_n$. Silicon is attached to $A_0$ alone. Take $t_1t_2>0$ and $t_1\ne t_2$. The site equations are
$$E A_n=t_1B_n+t_2B_{n-1}\quad(n\ge1),$$
$$E B_n=t_1A_n+t_2A_{n+1}\quad(n\ge0).$$
The equation for $A_0$ contains the silicon amplitude instead of $B_{-1}$. This equation, together with those of the silicon sites, selects the allowed energies and the size of the tail, while the equations above fix how the tail decays at a given $E$.

Multiply the first equation by $E$ and replace $EB_n$ and $EB_{n-1}$ by means of the second:
$$\begin{aligned}E^2A_n&=t_1(t_1A_n+t_2A_{n+1})+t_2(t_1A_{n-1}+t_2A_n)\\&=(t_1^2+t_2^2)A_n+t_1t_2(A_{n+1}+A_{n-1}).\end{aligned}$$
No division by $E$ has been made. Inserting $A_n\propto\lambda^n$ and dividing by $t_1t_2\lambda^n$ gives
$$\lambda+\frac1\lambda=\frac{E^2-t_1^2-t_2^2}{t_1t_2}\equiv s .$$
This is the relation found from symmetry.

## Choosing the decaying root

The equation $\lambda^2-s\lambda+1=0$ has two roots whose product is 1. Their nature follows from
$$s+2=\frac{E^2-(t_1-t_2)^2}{t_1t_2},\qquad s-2=\frac{E^2-(t_1+t_2)^2}{t_1t_2}.$$

If $|t_1-t_2|<|E|<|t_1+t_2|$, then $-2<s<2$. The roots are $e^{\pm ika}$, and the state propagates in an oxide band.

If $|E|<|t_1-t_2|$, then $s<-2$. Both roots are real and negative, one smaller and one larger than 1 in modulus. In a thick oxide the growing solution is excluded. Write the other root as $\lambda=-e^{-\kappa a}$ with $\kappa>0$. Then $\lambda+1/\lambda=-2\cosh\kappa a$, and
$$\boxed{\cosh(\kappa a)=\frac{t_1^2+t_2^2-E^2}{2t_1t_2}}\qquad |E|<|t_1-t_2| .$$

In this model the formula holds throughout the gap, not just near midgap. The amplitude varies as $(-1)^ne^{-\kappa an}$ and the density as $e^{-2\kappa an}$. The alternating sign means that the complex wavevector is $k=\pi/a+i\kappa$: the smallest gap of the two bands lies at $k=\pi/a$, and the decaying states continue the bands from there.

Two neighbouring cases need a change of sign. For $|E|>|t_1+t_2|$, $s>2$ and $\lambda$ is positive, so $\cosh\kappa a=(E^2-t_1^2-t_2^2)/(2t_1t_2)$. If the hoppings have opposite signs, the boxed formula holds in the central gap with $|t_1t_2|$ in the denominator, and the tail does not alternate.

The oxide must also be thick enough. Suppose it ends after $B_{N-1}$. The last equation then lacks the term $t_2A_N$, which is the same as requiring $A_N=0$. For $E\ne0$,
$$A_n\propto\lambda^n-\lambda^{2N-n}=\lambda^n\left[1-\lambda^{2(N-n)}\right].$$
On the A sites the relative correction has size $e^{-2\kappa a(N-n)}$. It is small several decay lengths before the far end. On the last A site, $n=N-1$, it is $e^{-2\kappa a}$, which approaches one only if $\kappa a\ll1$. On the B sites the second site equation multiplies the correction by $(t_1+t_2/\lambda)/(t_1+t_2\lambda)=E^2/(t_1+t_2\lambda)^2$. For $t_1>t_2>0$ this factor is below 1 in the gap. For $0<t_1<t_2$ it is large near midgap, because the far end then has a state of its own close to $E=0$, and the oxide must be thicker. The number of extra cells is the logarithm of the factor divided by $2\kappa a$.

## Midgap and the gap edges

From here on take $t_1>t_2>0$. Subtract 1 from the boxed formula and use $\cosh x-1=2\sinh^2(x/2)$:
$$4t_1t_2\sinh^2\frac{\kappa a}{2}=(t_1-t_2)^2-E^2 .$$
Thus $\kappa$ is largest at $E=0$ and falls to zero at both gap edges.

At midgap, $\cosh\kappa_0a=\tfrac12(t_1/t_2+t_2/t_1)$, so
$$\kappa_0a=\ln\frac{t_1}{t_2},\qquad \sinh\kappa_0a=\frac{t_1^2-t_2^2}{2t_1t_2}.$$
For small $E$ put $\kappa a=\kappa_0a+\delta$. To first order in $\delta$ the left side of the boxed formula changes by $\delta\sinh\kappa_0a$, and the right side changes by $-E^2/(2t_1t_2)$. Therefore
$$\kappa a\approx\ln\frac{t_1}{t_2}-\frac{E^2}{t_1^2-t_2^2},$$
with an error of order $E^4$. The absence of a linear term makes the decay insensitive to small shifts of a level near midgap.

The site equations say more at $E=0$. The second one gives $A_{n+1}=-(t_1/t_2)A_n$, which grows, so all $A_n$ must vanish. The first gives $B_n=-(t_2/t_1)B_{n-1}$, which decays at the rate $\kappa_0$. The midgap tail therefore lives on one sublattice.

## A dangling-bond level

Now detach the oxide from silicon and let it start with its weak bond. The hopping inside a cell is then $t_2$ and that between cells is $t_1$. Give the end site the energy $\varepsilon$, as a simple picture of a dangling bond. For $A_n,B_n\propto\lambda^n$, the equations of the first two sites are
$$(E-\varepsilon)A_0=t_2B_0,\qquad EB_0=(t_2+t_1\lambda)A_0 .$$
Together they give $E(E-\varepsilon)=t_2^2+t_1t_2\lambda$. Subtract this from the bulk relation $E^2=t_1^2+t_2^2+t_1t_2(\lambda+1/\lambda)$:
$$E\varepsilon=t_1^2+\frac{t_1t_2}{\lambda}\quad\Rightarrow\quad\lambda=\frac{t_1t_2}{E\varepsilon-t_1^2}.$$
Putting $\lambda$ back,
$$E(E-\varepsilon)=t_2^2+\frac{t_1^2t_2^2}{E\varepsilon-t_1^2}=\frac{t_2^2E\varepsilon}{E\varepsilon-t_1^2}.$$
For $\varepsilon=0$ the level is at $E=0$. For $\varepsilon\neq0$, $E=0$ is not a level: the equation for $B_0$ would require $\lambda=-t_2/t_1$, while the equation for $A_1$ would require $\lambda=-t_1/t_2$. Division by $E$ then leaves
$$(E-\varepsilon)(E\varepsilon-t_1^2)=t_2^2\varepsilon .$$
This equation has two roots, and a root is a level only if $|\lambda|<1$. For small $\varepsilon$ the root that meets this condition is $E\approx\varepsilon(1-t_2^2/t_1^2)$. The level reaches a gap edge, where $\lambda=-1$, at $|\varepsilon|=t_1$. The defect has its own energy, but its tail obeys the same bulk relation as the tail of a silicon state at that energy.

## Replacing the hoppings by a gap and a mass

The oxide gap is $E_g=2(t_1-t_2)$. Near its edges put $k=\pi/a+q$, so that $\cos ka=-\cos qa$. The band energies satisfy
$$E^2=\frac{E_g^2}{4}+2t_1t_2(1-\cos qa)\approx\frac{E_g^2}{4}+t_1t_2a^2q^2 .$$
The positive square root gives the upper band, $E\approx E_g/2+t_1t_2a^2q^2/E_g$. Equating the last term to $\hbar^2q^2/(2m^*)$ gives
$$t_1t_2=\frac{\hbar^2E_g}{2m^*a^2},\qquad \sinh^2\frac{\kappa a}{2}=\frac{m^*a^2}{2\hbar^2E_g}\left(\frac{E_g^2}{4}-E^2\right).$$

This form also covers an ionic gap. With site energies $+\Delta$ on A and $-\Delta$ on B, the left side $E^2$ of the bulk relation becomes $(E-\Delta)(E+\Delta)=E^2-\Delta^2$. The gap obeys $E_g^2/4=\Delta^2+(t_1-t_2)^2$, and the relation between $t_1t_2$ and $m^*$ is unchanged. At fixed $E_g$, $m^*$ and $a$, therefore, $\kappa(E)$ does not depend on how the gap is shared between ionicity and alternating hopping. At fixed hoppings it does.

If $\kappa a\ll1$, $\sinh(\kappa a/2)\approx\kappa a/2$ and
$$\kappa_{\rm cont}^2=\frac{2m^*}{\hbar^2}\left(\frac{E_g}{2}-E\right)\frac{E_g/2+E}{E_g}.$$
Close to the conduction edge the last fraction tends to 1. What remains is the one-band parabolic formula. Deeper in the gap the fraction is smaller than 1, because the valence band also shapes the decaying state.

## Numbers for Si/SiO2

Rough typical inputs are an oxide gap of 8.9 eV, a conduction-band offset of 3.2 eV, a silicon gap of 1.1 eV and an oxide electron mass of $0.5\,m$. The cell length, 0.31 nm, is a rough distance between neighbouring silicon atoms in the oxide. Measured from oxide midgap, the silicon edges lie at
$$E_c=4.45-3.20=1.25\ \text{eV},\qquad E_v=1.25-1.10=0.15\ \text{eV}.$$
The silicon valence edge is thus close to oxide midgap.

With $\hbar^2/(2m)=0.03810$ eV nm$^2$,
$$t_1t_2=\frac{0.03810\times8.9}{0.5\times0.31^2}=7.06\ \text{eV}^2,\qquad t_1-t_2=4.45\ \text{eV}.$$
Since $(t_1+t_2)^2=(t_1-t_2)^2+4t_1t_2$, the sum is 6.93 eV. Hence $t_1=5.69$ eV and $t_2=1.24$ eV.

At the silicon conduction edge,
$$\cosh\kappa a=1+\frac{4.45^2-1.25^2}{2\times7.057}=2.292,$$
so $\kappa a=1.471$ and $\kappa=1.471/0.31=4.75$ nm$^{-1}$. The amplitude falls by a factor $e$ in 0.21 nm and the density in 0.105 nm. Over 1 nm the density envelope falls to $e^{-9.492}=7.5\times10^{-5}$ of its initial value.

At the valence edge $\kappa=4.91$ nm$^{-1}$, which equals the midgap value to three figures. The midgap expansion gives $\kappa a=1.473$ at the conduction edge, against 1.471 from the full formula. The one-band formula gives 6.48 nm$^{-1}$ there. The factor $\sqrt{(4.45+1.25)/8.9}=0.80$ lowers this to the continuum value of 5.19 nm$^{-1}$, and the finite cell length lowers it further to 4.75 nm$^{-1}$.

For a dangling bond with $\varepsilon=1$ eV, the level equation gives $E=0.951$ eV. Then $\lambda=7.057/(0.951-5.690^2)=-0.225$, and $\kappa=4.82$ nm$^{-1}$.

The separation between the roles of silicon and oxide was tested by diagonalizing a joined chain. It had 150 silicon cells with site energy 0.70 eV (the silicon midgap) and hoppings 2.5 and 1.95 eV, a link of 2.0 eV and 20 oxide cells. All 182 eigenstates with $|E|<3.5$ eV and outside the silicon gap had at least 99.8% of their weight in silicon. The decay of each between oxide cells 1 and 3 agreed with the formula to within $10^{-6}$ in $\kappa a$.

## How far the real interface departs from the model

The gap, offset and electron mass are in the usual range for Si/SiO2, but the hoppings are fitted parameters and not matrix elements between real orbitals. Real oxide is amorphous and three-dimensional, and its valence band is much heavier than its conduction band. The model gives both bands the same mass. Its $\kappa$ is a rough estimate, and only for states with small wavevector parallel to the interface. It also depends on the chosen cell length: at fixed gap and mass, $\kappa$ at $E_c$ is 5.05 nm$^{-1}$ for $a=0.16$ nm and 4.31 nm$^{-1}$ for $a=0.50$ nm, so only the first digit of 4.75 nm$^{-1}$ carries over to the real oxide, and that roughly. It is neither a measured value nor a first-principles result.

The unequal masses can be included by a hopping $t'$ between like sites of neighbouring cells, together with a site energy $2t'$ that keeps the gap edges in place. These add $2t'(1-\cos qa)$ to both bands. For a decaying state the addition is $-2t'u$, where $u=\cosh\kappa a-1$, so that
$$(E+2t'u)^2=\frac{E_g^2}{4}-2t_1t_2u .$$
The masses $m_c$ and $m_v$ of the two bands fix the parameters:
$$\frac{t_1t_2}{E_g}\pm t'=\frac{\hbar^2}{2m_{c,v}a^2},$$
with the upper sign for $m_c$. Keep the gap, the cell length and $m_c=0.5\,m$ fixed, and take $m_v=5\,m$ as a rough heavy mass. Then $t'=0.36$ eV. The slowest decay rate rises to 5.9 nm$^{-1}$ at the silicon valence edge and to 5.4 nm$^{-1}$ at the conduction edge, by 20% and 13% of the symmetric-model values.

A parallel wavevector $k_\parallel$ can matter more. In the isotropic continuum version of the symmetric model, $q^2$ is replaced by $k_\parallel^2-\kappa^2$, so $\kappa^2=\kappa_{\rm cont}^2+k_\parallel^2$. On (100) silicon, two conduction valleys are centred at $k_\parallel=0$, and the other four at about 9.8 nm$^{-1}$. If the oxide conserved $k_\parallel$, the continuum formula would give the side-valley states $\kappa\approx11$ nm$^{-1}$. But here $k_\parallel a\approx0.97\pi$, far outside the range $k_\parallel a\ll1$ where that formula can be trusted. If the dispersion along the interface has the same lattice form as along the chain, then for $k_\parallel$ along a lattice axis
$$\sinh^2\frac{\kappa a}{2}=\frac{E_g^2/4-E^2}{4t_1t_2}+\sin^2\frac{k_\parallel a}{2},$$
which gives $\kappa\approx6.9$ nm$^{-1}$, about 1.45 times the chain value. This lattice form is not the only one with the same in-plane mass. A lateral A–B hopping that replaces $t_1$ by $t_1+2c(1-\cos k_\parallel a)$, with $c=t_1t_2/[2(t_1-t_2)]=0.79$ eV, has that mass too and gives 6.3 nm$^{-1}$. The result thus depends strongly on the assumed oxide bands. An amorphous oxide also has no lateral periodicity to enforce the conservation of $k_\parallel$, so none of these numbers is a prediction for the real interface.

An oxide field of 5 MV/cm, or 0.5 V/nm, changes the electron energy by 0.5 eV per nanometre. Take the direction that lowers the oxide levels away from silicon, and hold the state at $E_c$ relative to the first oxide site. With each B site placed halfway between its A neighbours, the cell density at 1.24 nm, relative to that in the first cell, is then 1.54 times its zero-field value. Moving B across the cell changes this factor from 1.48 to 1.60, so it is about 1.5. The tail is no longer a pure exponential, because the distance from local midgap changes along it. The fall of the local $\kappa$ accounts for a factor of only about 1.3. The rest is a prefactor, and part of it is a shift of weight between the sublattices: the B sites alone gain 1.44 and the weakly occupied A sites 3.1. Temperature matters less through the energy of the state: raising $E$ from $E_c$ by $k_BT=0.034$ eV, the value at 398 K, lowers $\kappa$ by 0.2%. Disorder, lattice vibrations and image forces are not included in these estimates.

The numerical output below gives most of these values with more digits. The lattice estimate of 6.9 nm$^{-1}$ is not listed there; it follows from the last displayed formula with $E=E_c$ and $k_\parallel=9.84$ nm$^{-1}$.

## Calculated quantities

```
oxide gap (rough input)          8.90 eV
conduction offset (rough input)  3.20 eV
silicon gap (rough input)        1.10 eV
valence offset (from these)      4.60 eV
cell length a (rough input)      0.31 nm
oxide electron mass (rough)      0.50 m
hbar^2/(2m)                      0.03810 eV nm^2
product t1*t2                    7.0570 eV^2
t1                               5.6902 eV
t2                               1.2402 eV
mass from Bloch curvature        0.5000 m
midgap: E                0.000 eV
  cosh(kappa a)                  2.4030
  kappa a                        1.5235
  kappa                          4.914 1/nm
  amplitude length 1/kappa       0.2035 nm
  density length 1/(2 kappa)     0.1017 nm
  density factor over 1 nm       5.39e-05
Si valence edge: E                0.150 eV
  cosh(kappa a)                  2.4014
  kappa a                        1.5227
  kappa                          4.912 1/nm
  amplitude length 1/kappa       0.2036 nm
  density length 1/(2 kappa)     0.1018 nm
  density factor over 1 nm       5.41e-05
Si conduction edge: E                1.250 eV
  cosh(kappa a)                  2.2923
  kappa a                        1.4713
  kappa                          4.746 1/nm
  amplitude length 1/kappa       0.2107 nm
  density length 1/(2 kappa)     0.1053 nm
  density factor over 1 nm       7.54e-05
midgap expansion at Si cond edge 1.4728 (kappa a)
joined chain: states tested      182
  smallest silicon weight        0.9981
  top valence state: E 0.1482 eV, kappa 4.9121 1/nm
  low conduction state: E 1.2518 eV, kappa 4.7457 1/nm
dangling bond, end shift 0.0 eV: E 0.0000 eV, kappa 4.9144 1/nm
dangling bond, end shift 1.0 eV: E 0.9511 eV, kappa 4.8183 1/nm
one-band kappa at Si cond edge   6.480 1/nm
heavy oxide hole mass (rough)    5.0 m
  same-sublattice hopping        0.3568 eV
  kappa at Si valence edge       5.882 1/nm
  kappa at Si conduction edge    5.384 1/nm
oxide field                      5.0 MV/cm
  density gain at 1.24 nm        1.540
kT at 398 K                      0.0343 eV
  change of kappa for E_c + kT   -0.203 %
continuum kappa at Si cond edge  5.186 1/nm
side-valley parallel wavevector  9.84 1/nm
  kappa if it is conserved       11.12 1/nm
```
